# Reflection at abrupt and logistic potential steps, with a metal contact

## The problem

An electron of mass $m$ and energy $E$ comes from the left and meets the potential energy

$$V(x)=\frac{V_0}{1+e^{-x/w}} .$$

The length $w$ sets the scale of the step. $V$ rises from 10 % to 90 % of $V_0$ between $x=-w\ln 9$ and $x=w\ln 9$, a distance $2w\ln 9\approx4.4\,w$. Let $E>V_0$ and let the mass be the same everywhere. The wave numbers far from the step are

$$k_1=\frac{\sqrt{2mE}}{\hbar},\qquad k_2=\frac{\sqrt{2m(E-V_0)}}{\hbar}.$$

**(a)** Find the reflection probability $R_0$ of an abrupt step of the same height.

**(b)** Find the reflection probability $R$ for any $w>0$, in terms of hyperbolic sines.

**(c)** How does $R$ behave for small $w$, for large $w$ and in between?

**(d)** Model a clean aluminium/copper contact by free electrons, with Fermi energies of 11.7 eV (Al) and 7.0 eV (Cu) above the band bottoms. These are rough values. Justify $w=0.05$ nm and evaluate $R_0$ and $R$ at normal incidence.

**(e)** Find the resistance of the contact per unit area, including oblique incidence. How much of it does smoothing remove?

## Hints

1. In (a), $\psi$ and $\psi'$ are continuous.
2. In (b), use $\xi=-e^{-x/w}$ and split off the outgoing wave $e^{ik_2x}$. The remaining factor obeys the hypergeometric equation.
3. To reach $x\to-\infty$, write the hypergeometric function as a contour integral over gamma functions and move the contour.
4. Only moduli are needed: $\Gamma(z)\Gamma(1-z)=\pi/\sin\pi z$.
5. In (e), the wave vector parallel to the interface is conserved, so each of its values gives a one-dimensional problem.

## Solution

### (a) The abrupt step

Take $\psi=e^{ik_1x}+re^{-ik_1x}$ on the left and $\psi=te^{ik_2x}$ on the right. Continuity at $x=0$ gives

$$1+r=t,\qquad k_1(1-r)=k_2t .$$

Inserting the first into the second gives $k_1-k_2=r(k_1+k_2)$, so

$$R_0=|r|^2=\left(\frac{k_1-k_2}{k_1+k_2}\right)^2 .$$

### (b) The logistic step

**The equation.** The Schrödinger equation reads

$$\psi''+\left[k_1^2-\frac{k_1^2-k_2^2}{1+e^{-x/w}}\right]\psi=0 .$$

With $\xi=-e^{-x/w}$ we have $d\xi/dx=-\xi/w$. Defining $\theta=\xi\,d/d\xi$, this means $d/dx=-\theta/w$ and $\psi''=\theta^2\psi/w^2$. With $\kappa_j=wk_j$,

$$\theta^2\psi+\left[\kappa_1^2-\frac{\kappa_1^2-\kappa_2^2}{1-\xi}\right]\psi=0 .$$

On the far right $\xi\to0$, and only a wave moving right may be present. We therefore set $\psi=e^{ik_2x}F(\xi)$ with $F(0)=1$. Since $\theta=-w\,d/dx$, we have $\theta(e^{ik_2x}F)=e^{ik_2x}(\theta-i\kappa_2)F$. Multiplying the equation by $1-\xi$ gives

$$(1-\xi)(\theta^2-2i\kappa_2\theta-\kappa_2^2)F+(\kappa_2^2-\xi\kappa_1^2)F=0 .$$

The terms $\mp\kappa_2^2F$ without $\xi$ cancel. What remains is

$$\theta(\theta-2i\kappa_2)F=\xi\left[\theta^2-2i\kappa_2\theta+\kappa_1^2-\kappa_2^2\right]F .$$

This has the form $\theta(\theta+c-1)F=\xi(\theta+a)(\theta+b)F$ if $a+b=-2i\kappa_2$ and $ab=\kappa_1^2-\kappa_2^2$, which hold for

$$a=i(\kappa_1-\kappa_2),\quad b=-i(\kappa_1+\kappa_2),\quad c=1-2i\kappa_2 .$$

A power series $F=\sum_n f_n\xi^n$ must obey $(n+1)(n+c)f_{n+1}=(n+a)(n+b)f_n$. Hence, for $|\xi|<1$,

$$F=\frac{\Gamma(c)}{\Gamma(a)\Gamma(b)}\sum_{n=0}^\infty\frac{\Gamma(a+n)\Gamma(b+n)}{\Gamma(c+n)}\frac{\xi^n}{n!}.$$

**Continuation to the left side.** The incident side is $\xi\to-\infty$, where the series diverges. Consider

$$F=\frac{\Gamma(c)}{\Gamma(a)\Gamma(b)}\int\frac{ds}{2\pi i}\,\frac{\Gamma(a+s)\Gamma(b+s)\Gamma(-s)}{\Gamma(c+s)}(-\xi)^s .$$

The contour runs upward along the imaginary axis, indented so that $s=0$ lies on its right and $s=-a$, $s=-b$ lie on its left. This is possible because $a$ and $b$ are nonzero for $k_1\neq k_2$. For large $|\mathrm{Im}\,s|$ the gamma functions decay as $e^{-\pi|\mathrm{Im}\,s|}$ times a power, so the integral converges for every $\xi<0$.

For $|\xi|<1$ we close the contour on the right. The residue of $\Gamma(-s)$ at $s=n$ is $-(-1)^n/n!$, and the clockwise direction supplies another minus sign. Since $(-1)^n(-\xi)^n=\xi^n$, the series is recovered.

For $\xi\to-\infty$ we move the contour to $\mathrm{Re}\,s=-\tfrac12$. It crosses the poles at $s=-a$ and $s=-b$, each with residue 1 in its gamma function. The integral left over is of order $|\xi|^{-1/2}$ and vanishes. Therefore

$$F\to\frac{\Gamma(c)\Gamma(b-a)}{\Gamma(b)\Gamma(c-a)}(-\xi)^{-a}+\frac{\Gamma(c)\Gamma(a-b)}{\Gamma(a)\Gamma(c-b)}(-\xi)^{-b}.$$

Since $(-\xi)^{-a}=e^{ax/w}=e^{i(k_1-k_2)x}$ and $(-\xi)^{-b}=e^{-i(k_1+k_2)x}$, the factor $e^{ik_2x}$ turns the two terms into $Ae^{ik_1x}+Be^{-ik_1x}$. With $b-a=-2i\kappa_1$, $c-a=1-i(\kappa_1+\kappa_2)$ and $c-b=1+i(\kappa_1-\kappa_2)$,

$$A=\frac{\Gamma(c)\Gamma(-2i\kappa_1)}{\Gamma(-i(\kappa_1+\kappa_2))\,\Gamma(1-i(\kappa_1+\kappa_2))},$$

$$B=\frac{\Gamma(c)\Gamma(2i\kappa_1)}{\Gamma(i(\kappa_1-\kappa_2))\,\Gamma(1+i(\kappa_1-\kappa_2))}.$$

**The moduli.** For real $y$, $\Gamma(1+iy)$ is the complex conjugate of $\Gamma(1-iy)$, so

$$|\Gamma(iy)\Gamma(1+iy)|=|\Gamma(iy)\Gamma(1-iy)|=\frac{\pi}{|\sin(i\pi y)|}=\frac{\pi}{|\sinh\pi y|}.$$

The factors $\Gamma(\pm2i\kappa_1)$ are conjugates and have equal modulus. In $|B/A|^2$ they cancel, as does $\Gamma(c)$:

$$\boxed{R=\frac{\sinh^2[\pi w(k_1-k_2)]}{\sinh^2[\pi w(k_1+k_2)]}}$$

The derivation did not use $k_1>k_2$, so exchanging $k_1$ and $k_2$ describes incidence from the other side, with the same $R$.

**Transmission.** For real $V$ the current, proportional to $\mathrm{Im}(\psi^*\psi')$, is independent of $x$. Hence $k_1(|A|^2-|B|^2)=k_2$, and the transmitted fraction is $T=k_2/(k_1|A|^2)=1-R$. From $\sinh^2p=(\cosh2p-1)/2$ follows $\sinh^2p-\sinh^2q=\sinh(p+q)\sinh(p-q)$. With $p=\pi w(k_1+k_2)$ and $q=\pi w(k_1-k_2)$,

$$T=\frac{\sinh(2\pi wk_1)\sinh(2\pi wk_2)}{\sinh^2[\pi w(k_1+k_2)]}.$$

### (c) Narrow, wide and in between

**Narrow step.** For small $z$, $\sinh^2z=z^2(1+z^2/3+\dots)$. Therefore

$$\frac{R}{R_0}=1+\frac{\pi^2w^2}{3}\left[(k_1-k_2)^2-(k_1+k_2)^2\right]+\dots=1-\frac{4\pi^2}{3}w^2k_1k_2+\dots$$

The abrupt result returns for $w\to0$. The expansion requires $\pi w(k_1+k_2)\ll1$, a width far below both wavelengths.

**Wide step.** Take $k_1>k_2$ and write out the exponentials:

$$R=e^{-4\pi wk_2}\left(\frac{1-e^{-2q}}{1-e^{-2p}}\right)^2 .$$

The exponent is $2q-2p=-4\pi wk_2$. The bracket tends to 1 only if $q=\pi w(k_1-k_2)$ is large too. Since $q<p$, the bracket is below 1, so $R<e^{-4\pi wk_2}$ for every $w>0$.

**In between.** At fixed wave numbers,

$$\frac{d\ln R}{dw}=\frac2w\,(q\coth q-p\coth p).$$

The function $z\coth z$ has the derivative $(\sinh2z-2z)/(2\sinh^2z)>0$ for $z>0$. As $q<p$, $R$ falls monotonically with $w$.

**Near threshold.** For $k_2\to0$ at fixed $w$, use $\sinh2z/\sinh^2z=2\coth z$:

$$T\to4\pi wk_2\coth(\pi wk_1).$$

However smooth the step, transmission vanishes with $k_2$: the wavelength on the right eventually exceeds any fixed $w$.

### (d) Normal incidence at the contact

Electrons at the common Fermi level have kinetic energies of 11.7 eV in aluminium and 7.0 eV in copper. Thus $V_0=4.7$ eV, $k_1=17.524$ nm$^{-1}$ and $k_2=13.555$ nm$^{-1}$.

The width follows from screening. In the linear Thomas-Fermi model, a small shift $v$ of the potential energy changes the electron density $n$ by $-3nv/(2E_F)$. Poisson's equation then gives $v''=v/\lambda^2$ with $\lambda^2=2\varepsilon_0E_F/(3ne^2)$. With $n=k_F^3/(3\pi^2)$, $\lambda$ is 0.049 nm in Al and 0.055 nm in Cu. The logistic step approaches its end values as $e^{-|x|/w}$, so $w=0.05$ nm is a reasonable choice. Its 10–90 % width is 0.22 nm.

For the abrupt step,

$$R_0=\left(\frac{3.969}{31.079}\right)^2=0.0163 .$$

For the logistic step the arguments are $q=0.6235$ and $p=4.8818$, so

$$R=\left(\frac{\sinh0.6235}{\sinh4.8818}\right)^2=\left(\frac{0.665}{65.9}\right)^2=1.02\times10^{-4}.$$

Smoothing reduces the reflection by a factor of about 160. The exponential $e^{-4\pi wk_2}=2.0\times10^{-4}$ is twice too large, because $q$ is not large: the bracket in (c) is $(1-e^{-1.247})^2\approx0.51$.

The factor 160 belongs to the logistic shape, not to the width alone. Linear screening with the same length $w$ on both sides gives instead $V=\tfrac12V_0e^{x/w}$ for $x<0$ and $V=V_0(1-\tfrac12e^{-x/w})$ for $x>0$. The second derivative of this potential jumps at $x=0$. Numerical solution gives $R=1.4\times10^{-3}$, only 12 times below the abrupt value. The shift $V_0/2=2.35$ eV is not small against the Fermi energies, so the linear profile is itself approximate; the nonlinear Thomas-Fermi profile gives $1.2\times10^{-3}$. Screening thus justifies the scale of $w$, but not the precise reflection.

The formula was tested by integrating the Schrödinger equation numerically from an outgoing wave at $x=36w$ back to $x=-36w$, and separating incident and reflected waves there. With the same $k_1$ and $k_2$, integration and formula agree in all six printed digits:

| $w$ (nm) | $R$, formula | $R$, integrated |
|---|---|---|
| 0.01 | $1.20474\times10^{-2}$ | $1.20474\times10^{-2}$ |
| 0.02 | $5.32580\times10^{-3}$ | $5.32580\times10^{-3}$ |
| 0.05 | $1.01639\times10^{-4}$ | $1.01639\times10^{-4}$ |
| 0.10 | $3.37048\times10^{-8}$ | $3.37048\times10^{-8}$ |

### (e) Resistance of the contact

**Counting channels.** The potential depends on $x$ alone, so the parallel wave vector $k_\parallel$ is conserved. With equal masses the parallel energy is also the same on both sides. The results above then hold with the normal components $k_{jx}=\sqrt{k_j^2-k_\parallel^2}$, where $k_1,k_2$ now denote the Fermi wave numbers.

For one $k_\parallel$ and one spin, electrons in $dk_x$ carry the current $e\,v\,T\,dk_x/2\pi$, where $v=\hbar^{-1}dE/dk_x$. Thus $v\,dk_x/2\pi=dE/h$. A small voltage $U$ between two ideal reservoirs opens an energy window $eU$, so each channel has conductance $(e^2/h)T$. An area $S$ holds $S\,d^2k_\parallel/(2\pi)^2$ channels per spin. Those with $k_\parallel<k_2$ are open on both sides:

$$\frac GS=\frac{2e^2}{h}\,\frac1{2\pi}\int_0^{k_2}T\,k_\parallel\,dk_\parallel .$$

Put $u=k_{2x}/k_2$. Then $k_\parallel^2=k_2^2(1-u^2)$ and $k_\parallel dk_\parallel=-k_2^2u\,du$. Reversing the limits removes the sign:

$$\frac GS=\frac{2e^2}{h}\,\frac{k_2^2}{4\pi}\,\langle T\rangle,\qquad \langle T\rangle=\int_0^1 2u\,T\,du .$$

**Numbers.** The channel density is $k_2^2/4\pi=14.62$ nm$^{-2}$ per spin. If every open channel transmitted perfectly, the specific resistance would be

$$\frac{1}{(7.748\times10^{-5}\ \mathrm S)(14.62\times10^{18}\ \mathrm m^{-2})}=0.883\ \mathrm{f\Omega\,m^2}.$$

This part comes from the finite number of channels. Quadrature gives $\langle T\rangle=0.909$ for the abrupt and $0.976$ for the smooth step. Dividing by these yields 0.971 and 0.905 fΩ m²; the latter is $9.05\times10^{-4}$ Ω µm². For a square contact of edge 20 nm, the resistances are 2.43 Ω and 2.26 Ω if edge effects, of the order of 1 %, are neglected.

These values hold between two ideal reservoirs. They are not what the interface adds to a long wire: uniform copper without any interface would already give 0.883 fΩ m². A simple estimate assumes that scattering inside each metal fills all channels arriving at the interface equally. Half the perfect-channel resistance of each side must then be subtracted. With 0.883 fΩ m² for copper and 0.528 fΩ m² for aluminium this is 0.7054 fΩ m². The interface then adds 0.265 fΩ m² if abrupt and 0.199 fΩ m² if smooth. For metals with isotropic scattering this estimate is too high, because the current there is carried mainly by electrons far from grazing incidence, which are reflected less. This applies above all to the aluminium channels with $k_\parallel>k_2$, which are totally reflected but carry little current: even with $T=1$ in every open channel the estimate gives 0.177 fΩ m² and the Boltzmann equation 0.096 fΩ m². Solving the Boltzmann equation numerically on both sides, with specular reflection at the interface, gives about 0.15 and 0.10 fΩ m².

Smoothing removes 0.066 fΩ m². This is 7 % of the abrupt-step resistance between reservoirs. In a long wire with isotropic scattering, smoothing removes about 0.05 fΩ m², a third of what the abrupt step adds. Between reservoirs, the excess due to reflection falls from 0.088 to 0.022 fΩ m², a factor of 4, although reflection at normal incidence falls by a factor of 160. The difference comes from grazing electrons with small $k_{2x}$. The inequality in (c) gives

$$1-\langle T\rangle<\int_0^\infty2u\,e^{-\beta u}\,du=\frac2{\beta^2},\qquad\beta=4\pi wk_2=8.52 .$$

The bound is 0.028; the computed value is 0.024. The exponential decays over $k_{2x}\sim1/(4\pi w)=1.6$ nm$^{-1}$, and about 80 % of the remaining reflection comes from the small group with $k_{2x}<4.8$ nm$^{-1}$, 12 % of the open channels. Its weight decreases as a power of $w$, not exponentially. For the same reason the shape of the step matters less here than at normal incidence: the screening profile of (d) gives 0.918 instead of 0.905 fΩ m² between reservoirs.

**The real contact.** The model assumes that the metals touch directly. If a conducting barrier film separates them, its resistance adds. A film 2 nm thick with a resistivity of 200 µΩ cm, both rough values, has a specific resistance of $(2\times10^{-6})(2\times10^{-9})$ Ω m² = 4.0 fΩ m², over four times the whole model result. Disorder also breaks the conservation of $k_\parallel$. If it mixes the $N_1$ and $N_2$ channels of the two sides completely, an electron leaves through any of them with equal probability, and the total transmission is $N_1N_2/(N_1+N_2)$. The resistance is then $1+N_2/N_1=1.60$ times the perfect-channel value, or 1.41 fΩ m², 56 % above the smooth-step result. Thermal averaging at 378 K changes $R$ at normal incidence by only 0.09 % of its value. The model also omits the atomic lattice, the copper d states and intermetallic layers. Since $w$ is smaller than an atomic spacing, the smooth profile is an idealization, and the numbers are not predictions for a manufactured contact.

## Variation 1: energy below the step

*What happens for $0<E<V_0$?*

Now $k_2=i\gamma$ with $\gamma>0$, and the solution on the right decays as $e^{-\gamma x}$. Put $\eta=w\gamma$. The two poles to be crossed in (b) now lie at $\mathrm{Re}\,s=-\eta$, so we move the contour to $\mathrm{Re}\,s=-\eta-\tfrac12$. The integral left over is of order $|\xi|^{-\eta-1/2}$. Multiplied by $e^{-\gamma x}=|\xi|^{\eta}$ it still vanishes for $\xi\to-\infty$. The two residues give

$$A=\frac{\Gamma(1+2\eta)\Gamma(-2i\kappa_1)}{\Gamma(\eta-i\kappa_1)\Gamma(1+\eta-i\kappa_1)},\qquad B=A^* .$$

Hence $|r|=|B/A|=1$ for every $w$. Only the phase of $r$ depends on the width. For $w\to0$, $\Gamma(z)\approx1/z$ gives

$$r\to-\frac{\gamma+ik_1}{\gamma-ik_1}=\frac{k_1-i\gamma}{k_1+i\gamma},$$

which is the abrupt amplitude of (a) with $k_2=i\gamma$.

At the contact these are the aluminium channels with $k_\parallel>k_2$. Their share is $1-k_2^2/k_1^2=1-7.0/11.7=40.2$ %. Smoothing the step cannot open them.

## Variation 2: unequal masses

*Let the mass on the copper side be $\mu=1.3$ times that on the aluminium side (an illustrative value: the real ratio depends on which mass is meant, and heat-capacity masses give about 0.9), with $k_1$ and $k_2$ held fixed. How does reflection at normal incidence change?*

With a position-dependent mass in the kinetic term $-\tfrac{\hbar^2}{2}\frac{d}{dx}\frac1m\frac{d}{dx}$, the continuous quantities are $\psi$ and $\psi'/m$. At an abrupt step the second condition becomes $k_1(1-r)=(k_2/\mu)t$, so $k_2$ is replaced by $k_2/\mu=10.43$ nm$^{-1}$:

$$R_0=\left(\frac{k_1-k_2/\mu}{k_1+k_2/\mu}\right)^2=\left(\frac{7.10}{27.95}\right)^2=0.064 .$$

This is four times the equal-mass value. What counts at a sharp interface is the mismatch of velocities, $v\propto k/m$.

For a smooth step the boxed formula no longer applies. Let the mass and the kinetic energy $E-V$ both change between their end values with the logistic profile, $w=0.05$ nm. Fixed wave numbers imply a kinetic energy of $7.0/1.3=5.4$ eV on the right, so the step is now 6.3 eV high. Numerical integration gives $R=2.9\times10^{-4}$, which is 2.8 times the equal-mass result but still about 230 times below the abrupt value. The strong suppression thus survives when the mass varies over the same width. A sharp mass jump inside a smooth potential is a different case, which this calculation does not cover.

## Computed values

```
Fermi energy Al, rough input: 11.7 eV
Fermi energy Cu, rough input: 7.0 eV
step height V0: 4.7 eV
k1 (Al): 17.524 1/nm
k2 (Cu): 13.555 1/nm
screening length Al: 0.0487 nm
screening length Cu: 0.0554 nm
chosen w: 0.05 nm
10-90 % width: 0.220 nm
pi w (k1-k2): 0.6235 (no unit)
pi w (k1+k2): 4.8818 (no unit)
R abrupt: 1.63120e-02 (no unit)
w = 0.01 nm: R formula 1.20474e-02, integrated 1.20474e-02
w = 0.02 nm: R formula 5.32580e-03, integrated 5.32580e-03
w = 0.05 nm: R formula 1.01639e-04, integrated 1.01639e-04
w = 0.10 nm: R formula 3.37048e-08, integrated 3.37048e-08
R smooth / R abrupt at chosen w: 6.231e-03 (no unit)
exp(-4 pi w k2) at chosen w: 2.001e-04
share of Al channels closed: 40.2 %
mean T of open channels, abrupt: 0.90942 (no unit)
mean T of open channels, smooth: 0.97581 (no unit)
channel density per spin (Cu): 14.621 1/nm^2
specific resistance, T = 1: 0.8828 fOhm m^2
specific resistance, abrupt: 0.9707 fOhm m^2
specific resistance, smooth: 0.9046 fOhm m^2
excess by reflection, abrupt: 0.0879 fOhm m^2
excess by reflection, smooth: 0.0219 fOhm m^2
contact edge: 20 nm
contact resistance, abrupt: 2.427 Ohm
contact resistance, smooth: 2.262 Ohm
mass ratio, rough input: 1.3 (no unit)
R with mass ratio, abrupt: 6.4477e-02 (no unit)
R with mass ratio, smooth: 2.8573e-04 (no unit)
full mixing, specific resistance: 1.4109 fOhm m^2
temperature of use: 378 K
thermal change of R, smooth: 0.0853 %
barrier film, rough input: 2 nm, 200 microOhm cm
barrier film, specific resistance: 4.00 fOhm m^2
```
